# Is planar AlH3 a minimum? PBE0 optimisation and harmonic frequencies: test program

```python
"""
Result under test: planar threefold AlH3 is a local minimum of the
density-fitted PBE0/def2-TZVP energy: all six vibrational eigenvalues
are positive.

r      Al-H bond length; theta is the tilt of the bonds out of the plane
K      9x9 second derivatives for hydrogen positions relative to Al
F      force constants in symmetry coordinates; G is the inverse mass matrix
omega  harmonic angular frequency; its quantum is hbar*omega
A1' = breathing, A2'' = umbrella, E' = two degenerate in-plane pairs.
Internally all quantities are in atomic units.
"""
import os
# These limits must be set before the numerical libraries are loaded.
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants as sc
from scipy.linalg import null_space
from pyscf import gto, dft, scf, lib

lib.num_threads(1)
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
WAVENUMBER = sc.e / (sc.h * sc.c * 100.0)
FORCE = HARTREE / BOHR
STIFFNESS = HARTREE / BOHR**2

phi = 2 * np.pi * np.arange(3) / 3
radial = np.column_stack([np.cos(phi), np.sin(phi), np.zeros(3)])
tangent = np.column_stack([-np.sin(phi), np.cos(phi), np.zeros(3)])
vertical = np.tile([0.0, 0.0, 1.0], (3, 1))
last_density = [None]


def build(hydrogens):
    atoms = [("Al", (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(p)) for p in hydrogens]
    return gto.M(atom=atoms, unit="Bohr", basis="def2-tzvp", verbose=0)


def calculate(hydrogens, gradient=False, hartree_fock=False):
    """Total energy and, on request, the gradient on the hydrogens."""
    mol = build(hydrogens)
    if hartree_fock:
        mf = scf.RHF(mol).density_fit()
    else:
        mf = dft.RKS(mol).density_fit()
        mf.xc = "pbe0"
        mf.grids.atom_grid = {"Al": (50, 302), "H": (40, 194)}
    mf.conv_tol = 1e-9
    mf.conv_tol_grad = 1e-5
    energy = mf.kernel(dm0=last_density[0])
    assert mf.converged
    last_density[0] = np.array(mf.make_rdm1())
    if not gradient:
        return energy
    return energy, mf.nuc_grad_method().kernel()[1:]


def pyramid(r, theta):
    return r * (np.cos(theta) * radial + np.sin(theta) * vertical)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Optimise the one free coordinate by interpolation to zero slope.
start = [1.56 / BOHR, 1.62 / BOHR]
bonds, slopes, energies = [], [], []
for step in range(8):
    if step < 2:
        r = start[step]
    elif step == 2:
        # Quadratic slope whose integral equals the energy difference.
        length = bonds[1] - bonds[0]
        mean_slope = (energies[1] - energies[0]) / length
        b, c = np.linalg.solve(
            [[1, 1], [1 / 2, 1 / 3]],
            [slopes[1] - slopes[0], mean_slope - slopes[0]])
        root = np.sqrt(b**2 - 4 * c * slopes[0])
        r = bonds[0] - 2 * slopes[0] / (b + root) * length
    else:
        r = np.polyfit(slopes[-3:], bonds[-3:], 2)[-1]
    e, g = calculate(r * radial, gradient=True)
    bonds.append(r)
    slopes.append(np.sum(g * radial))
    energies.append(e)
    print(f"step {step + 1}: r = {r * BOHR:.5f} angstrom, "
          f"dE/dr = {slopes[-1] * FORCE:.5f} eV/angstrom")
    if abs(slopes[-1]) / 3 < 2e-5:
        break
assert abs(slopes[-1]) / 3 < 2e-5
r_eq, e_eq = bonds[-1], energies[-1]
largest_gradient = np.max(np.abs(g))
assert largest_gradient < 4.5e-4
planar = r_eq * radial

# Two distorted gradients give all three columns belonging to H1.
h = 0.03
shift = np.zeros((3, 3))
shift[0] = [h, h, h]
plus = calculate(planar + shift, gradient=True)[1]
shift[0] = [-h, h, h]
minus = calculate(planar + shift, gradient=True)[1]
# A half-turn about x maps this to the displacement (-h, -h, -h).
minus = minus[[0, 2, 1]] * np.array([1, -1, -1])
response = (plus - minus) / (2 * h)
reflected = response[[0, 2, 1]] * np.array([1, -1, 1])
in_plane = np.array([1, 1, 0])
K = np.zeros((3, 3, 3, 3))
K[:, :, 0, 0] = (response + reflected) / 2 * in_plane
K[:, :, 0, 1] = (response - reflected) / 2 * in_plane
K[:, 2, 0, 2] = response[:, 2]
for j in (1, 2):
    c, s = np.cos(phi[j]), np.sin(phi[j])
    turn = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    for k in range(3):
        K[(k + j) % 3, :, j, :] = turn @ K[k, :, 0, :] @ turn.T
K = K.reshape(9, 9)
asymmetry = np.max(np.abs(K - K.T)) / np.max(np.abs(K))
assert asymmetry < 0.01
K = (K + K.T) / 2

# All Cartesian motions, with rigid motions separated.
mass = build(planar).atom_mass_list(isotope_avg=True)
mass = np.array(mass) * sc.atomic_mass / sc.m_e
m_al, m_h = mass[0], mass[1]
relative = np.hstack([-np.tile(np.eye(3), (3, 1)), np.eye(9)])
root_mass = np.sqrt(np.repeat(mass, 3))
dynamical = relative.T @ K @ relative / np.outer(root_mass, root_mass)
positions = np.vstack([np.zeros(3), planar])
rigid = [np.tile(a, (4, 1)).ravel() for a in np.eye(3)]
rigid += [np.cross(a, positions).ravel() for a in np.eye(3)]
rigid = np.array(rigid).T * root_mass[:, None]
vibrational = null_space(rigid.T)
assert vibrational.shape == (12, 6)
lam, vec = np.linalg.eigh(vibrational.T @ dynamical @ vibrational)
assert lam.min() > 0
Q = np.linalg.qr(rigid)[0]
rigid_lam = np.linalg.eigvalsh(Q.T @ dynamical @ Q)
# Finite integration grids break rotational invariance slightly.
assert np.max(np.abs(rigid_lam)) < 0.05 * lam.min()
omega = np.sqrt(lam)
modes = (vibrational @ vec).reshape(4, 3, 6)
out_of_plane = np.sum(modes[:, 2, :]**2, axis=0)
breathing = np.einsum("kam,ka->m", modes[1:], radial / np.sqrt(3))**2
i_u, i_a = np.argmax(out_of_plane), np.argmax(breathing)
assert out_of_plane[i_u] > 0.99 and breathing[i_a] > 0.99
omega_e = np.sort(np.delete(omega, [i_u, i_a]))

# Reduced symmetry formulas against the full diagonalisation.
a_vec = radial.ravel() / np.sqrt(3)
u_vec = vertical.ravel() / np.sqrt(3)
stretch = np.array([0 * radial[0], radial[1], -radial[2]]).ravel()
stretch /= np.sqrt(2)
bend = np.array([2 * tangent[0], -tangent[1], -tangent[2]]).ravel()
bend /= np.sqrt(6)
F_a, F_u = a_vec @ K @ a_vec, u_vec @ K @ u_vec
E_basis = np.column_stack([stretch, bend])
F_e = E_basis.T @ K @ E_basis
G_e = np.eye(2) / m_h + 1.5 / m_al * np.ones((2, 2))
formula_e = np.sqrt(np.sort(np.linalg.eigvals(G_e @ F_e).real))
inverse_mass_u = 1 / m_h + 3 / m_al
assert np.isclose(np.sqrt(F_a / m_h), omega[i_a], rtol=1e-6)
assert np.isclose(np.sqrt(F_u * inverse_mass_u), omega[i_u], rtol=1e-6)
assert np.allclose(np.repeat(formula_e, 2), omega_e, rtol=1e-6)

# Curvatures from total energies, without using the Hessian.
d = np.array(bonds[:2]) - r_eq
rise = np.array(energies[:2]) - e_eq
k_r = np.linalg.solve(np.column_stack([d**2 / 2, d**3]), rise)[0]
omega_a_energy = np.sqrt(k_r / (3 * m_h))
assert abs(omega_a_energy / omega[i_a] - 1) < 0.02
angles = np.radians([6.0, 15.0])
arc = r_eq * angles
tilt_rise = np.array([calculate(pyramid(r_eq, t)) for t in angles]) - e_eq
assert np.all(tilt_rise > 0)
k_s, quartic = np.linalg.solve(
    np.column_stack([arc**2 / 2, arc**4]), tilt_rise)
omega_u_energy = np.sqrt(k_s / 3 * inverse_mass_u)
assert abs(omega_u_energy / omega[i_u] - 1) < 0.02
mixed = np.array([0.10 * tangent[0], 0.05 * radial[1], -0.05 * radial[2]])
mixed_rise = calculate(planar + mixed) - e_eq
mixed_harmonic = mixed.ravel() @ K @ mixed.ravel() / 2
assert abs(mixed_rise / mixed_harmonic - 1) < 0.03

# Size effects outside the harmonic PBE0 model.
variance = inverse_mass_u / 3 / (2 * omega[i_u])
quartic_shift = 12 * quartic * variance**2
temperature = 500.0
kT = sc.k * temperature / sc.e
x = omega[i_u] * HARTREE / kT
occupation = 1 / np.expm1(x)
thermal_tilt = np.degrees(np.sqrt(variance / np.tanh(x / 2)) / r_eq)
e_hf, g_hf = calculate(planar, gradient=True, hartree_fock=True)
hf_shift = -np.sum(g_hf * radial) / (3 * F_a)
hf_rise = calculate(pyramid(r_eq, angles[0]), hartree_fock=True) - e_hf
assert hf_rise > 0
omega_u_hf = np.sqrt(2 * hf_rise / arc[0]**2 / 3 * inverse_mass_u)

show("mass H", m_h * sc.m_e / sc.atomic_mass, "u")
show("mass Al", m_al * sc.m_e / sc.atomic_mass, "u")
show("optimised bond length", r_eq * BOHR, "angstrom")
show("total energy", e_eq * HARTREE, "eV", 3)
show("largest H gradient component", largest_gradient * FORCE,
     "eV/angstrom", 5)
show("H1 displacement per axis", h * BOHR, "angstrom", 5)
show("relative asymmetry of K", asymmetry, "", 6)
show("F breathing", F_a * STIFFNESS, "eV/angstrom^2")
show("F umbrella", F_u * STIFFNESS, "eV/angstrom^2")
show("F E' stretch-stretch", F_e[0, 0] * STIFFNESS, "eV/angstrom^2")
show("F E' stretch-bend", F_e[0, 1] * STIFFNESS, "eV/angstrom^2")
show("F E' bend-bend", F_e[1, 1] * STIFFNESS, "eV/angstrom^2")
names = {i_u: "A2'' umbrella", i_a: "A1' breathing"}
e_indices = [i for i in range(6) if i not in names]
for count, i in enumerate(e_indices):
    names[i] = "E' bend" if count < 2 else "E' stretch"
for i in range(6):
    quantum = omega[i] * HARTREE
    print(f"mode {i + 1}, {names[i]}: {quantum:.5f} eV "
          f"= {quantum * WAVENUMBER:.1f} cm^-1")
show("largest spurious rigid-motion quantum",
     np.sqrt(np.max(np.abs(rigid_lam))) * HARTREE, "eV", 5)
show("breathing quantum from energies", omega_a_energy * HARTREE, "eV", 5)
show("umbrella quantum from energies", omega_u_energy * HARTREE, "eV", 5)
show("energy rise at 6 degree tilt", tilt_rise[0] * HARTREE, "eV", 5)
show("energy rise at 15 degree tilt", tilt_rise[1] * HARTREE, "eV", 5)
show("mixed E' distortion, energy rise", mixed_rise * HARTREE, "eV", 6)
show("mixed E' distortion, harmonic", mixed_harmonic * HARTREE, "eV", 6)
show("harmonic zero-point energy", omega.sum() / 2 * HARTREE, "eV")
show("rough quartic umbrella shift", quartic_shift * HARTREE, "eV", 5)
show("chosen temperature", temperature, "K", 0)
show("thermal energy kT", kT, "eV", 5)
show("umbrella mean occupation", occupation, "", 3)
show("rms umbrella tilt", thermal_tilt, "degree", 2)
show("Hartree-Fock bond shift estimate", hf_shift * BOHR, "angstrom")
show("Hartree-Fock umbrella at PBE0 bond", omega_u_hf * HARTREE, "eV", 5)
print("all assertions hold")
```

Running it gives:

```
step 1: r = 1.56000 angstrom, dE/dr = -1.12569 eV/angstrom
step 2: r = 1.62000 angstrom, dE/dr = 1.31175 eV/angstrom
step 3: r = 1.58595 angstrom, dE/dr = -0.00020 eV/angstrom
mass H: 1.0080 u
mass Al: 26.9815 u
optimised bond length: 1.5860 angstrom
total energy: -6641.721 eV
largest H gradient component: 0.00015 eV/angstrom
H1 displacement per axis: 0.01588 angstrom
relative asymmetry of K: 0.000019
F breathing: 13.7288 eV/angstrom^2
F umbrella: 1.6455 eV/angstrom^2
F E' stretch-stretch: 13.1472 eV/angstrom^2
F E' stretch-bend: -0.3359 eV/angstrom^2
F E' bend-bend: 2.1873 eV/angstrom^2
mode 1, A2'' umbrella: 0.08711 eV = 702.6 cm^-1
mode 2, E' bend: 0.09764 eV = 787.5 cm^-1
mode 3, E' bend: 0.09764 eV = 787.5 cm^-1
mode 4, A1' breathing: 0.23861 eV = 1924.5 cm^-1
mode 5, E' stretch: 0.23972 eV = 1933.5 cm^-1
mode 6, E' stretch: 0.23972 eV = 1933.5 cm^-1
largest spurious rigid-motion quantum: 0.00478 eV
breathing quantum from energies: 0.23872 eV
umbrella quantum from energies: 0.08725 eV
energy rise at 6 degree tilt: 0.06844 eV
energy rise at 15 degree tilt: 0.43205 eV
mixed E' distortion, energy rise: 0.010718 eV
mixed E' distortion, harmonic: 0.010700 eV
harmonic zero-point energy: 0.5002 eV
rough quartic umbrella shift: 0.00016 eV
chosen temperature: 500 K
thermal energy kT: 0.04309 eV
umbrella mean occupation: 0.153
rms umbrella tilt: 3.88 degree
Hartree-Fock bond shift estimate: -0.0089 angstrom
Hartree-Fock umbrella at PBE0 bond: 0.09324 eV
all assertions hold
```
